# Why Work Function Minus Electron Affinity Does Not Fix a Contact Barrier

A metal electrode is deposited on an n-type amorphous oxide film. The metal's work function has been measured on a clean metal surface, and the oxide's electron affinity on a clean oxide surface. A second contact is made from the same two materials, but its interface is prepared differently, so that bonding or fixed charge at the junction has changed. Must the two contacts have the same electron barrier?

The belief that they must rests on a simple construction. Let $W$ be the energy needed to take an electron from the metal's Fermi level to the vacuum just outside its surface. Let $\chi$ be the energy released when an electron from the vacuum just outside the oxide enters the bottom of its conduction band. Draw both diagrams with a common vacuum level and bring the materials together. The conduction edge then lies above the metal's Fermi level by

$$\Phi_0=W-\chi .$$

This is the Schottky–Mott value. It tempts because both ingredients are real, measurable energies, and because an electron taken from metal to oxide through a field-free vacuum does pay $W$ and regain $\chi$. The construction is also correct in one limit. Its weak point is the common vacuum level: nothing in the two separate measurements says that the two levels still coincide once the surfaces have become an interface.

## What the isolated surfaces know

Let $U$ be the electrostatic potential energy of an electron, averaged parallel to the surface and over the atomic oscillations along the normal. Deep in the metal it has the value $U_M$, and deep in the oxide $U_S$. Measure the Fermi level and the conduction edge from these averages:

$$\mu_M=E_F-U_M,\qquad \epsilon_c=E_c-U_S .$$

Both are bulk quantities. They stay fixed as long as joining the materials does not strain or chemically change their interiors.

For each isolated slab, take equivalent faces and set the vacuum level to zero. Let $s_M$ and $s_S$ be the values of $U$ inside the slabs relative to that vacuum. They contain the free-surface dipoles. The definitions of $W$ and $\chi$ give

$$W=0-E_F=-(s_M+\mu_M),\qquad \chi=0-E_c=-(s_S+\epsilon_c).$$

In the joined contact at equilibrium there is one Fermi level. Define the barrier $\Phi$ as the conduction edge minus this level, taken beyond the few atomic layers of the interface but before any slow depletion bending has built up. Then

$$\Phi=(U_S+\epsilon_c)-(U_M+\mu_M).$$

Substituting $\epsilon_c=-\chi-s_S$ and $\mu_M=-W-s_M$ gives

$$\Phi=W-\chi+u,\qquad u=(U_S-U_M)-(s_S-s_M).$$

The second bracket in $u$ is the potential difference obtained by placing the two isolated charge densities side by side without letting them change. Each slab is neutral and has no field outside, so deep inside one slab the other contributes nothing. Hence $u$ is the potential step made by the change of charge on joining. The free-surface dipoles are already inside $W$ and $\chi$ and must not be added again.

## The dipole that is missing

Let $z$ run from metal to oxide, and let $\delta\rho(z)$ be the plane-averaged charge density of the contact minus the two isolated densities in the same positions. It includes electrons, displaced ions and any fixed charge added at the interface. Assume that it is neutral overall and confined between points $L$ in the metal and $R$ in the oxide. The associated electric potential obeys

$$\frac{d^2\varphi}{dz^2}=-\frac{\delta\rho}{\varepsilon_0}.$$

The extra field vanishes at $L$. One integration gives

$$\frac{d\varphi}{dz}=-\frac{1}{\varepsilon_0}\int_L^z\delta\rho(z')\,dz'.$$

Integrate again and exchange the order of integration. A charge at $z'$ contributes at every $z$ from $z'$ to $R$, a length $R-z'$:

$$\varphi(R)-\varphi(L)=-\frac{1}{\varepsilon_0}\int_L^R(R-z')\,\delta\rho(z')\,dz'.$$

The term with $R$ multiplies the total charge, which is zero. What remains is

$$\varphi(R)-\varphi(L)=\frac{p}{\varepsilon_0},\qquad p=\int_L^R z\,\delta\rho(z)\,dz .$$

Here $p$ is a dipole moment per area, positive when its positive end faces the oxide. An electron has charge $-e$, so its energy changes by $-e$ times the potential step:

$$\boxed{\Phi=W-\chi-\frac{e\,p}{\varepsilon_0}}$$

A positive end towards the oxide lowers the electron barrier; a negative end raises it. No relative permittivity appears because $\delta\rho$ is the total change of charge, screening charge included.

The dipole leaves both isolated quantities intact. In the joined slab, the outer vacuum on the metal side is still $W$ above $E_F$, and the outer vacuum on the oxide side is still $\chi$ above $E_c$, provided the outer faces are unaltered and depletion bending is negligible. The difference between these outer vacuum levels is

$$(E_c+\chi)-(E_F+W)=\Phi+\chi-W=u .$$

The usual diagram sets this difference to zero. That is an assumption about the interface, not a result of measuring $W$ and $\chi$.

## A contact in which only the interface changes

A small model shows the size and origin of the effect. It has 60 metal layers followed by 40 semiconductor layers, 0.25 nm apart, with one orbital per layer in each surface cell of area $A=0.20\ \text{nm}^2$. The orbital holds up to two electrons, and each layer has a positive background charge $+e$ per surface cell. The semiconductor is an ordered stand-in for an oxide: its hopping alternates between 2.5 and 1.0 eV, giving a gap of 3.0 eV. The derivation above does not need this order, but the particular dipoles found below belong to the model.

If layer $k$ holds $n_k$ electrons per cell, its sheet charge is $-e(n_k-1)/A$. Integrating Poisson's equation from the left vacuum gives

$$U_j=-\frac{e^2}{\varepsilon_0A}\sum_{k<j}(n_k-1)(z_j-z_k)$$

without fixed sheets. These energies enter the layer Hamiltonian, whose eigenstates determine the $n_k$; the two are made consistent. This is a Hartree, or mean-field, treatment without exchange and correlation. Smearing of the occupations is a numerical device and does not represent room temperature.

Second-neighbour hopping gives the free surfaces dipoles of their own. The inside potential is 0.197 eV above vacuum for the metal and 0.035 eV for the semiconductor. The sign of these steps follows the sign of that hopping; they do not imitate the spill-out of electrons into vacuum at a real surface. With these steps included, the rigid energy offsets are chosen so that

$$W=5.0\ \text{eV},\qquad \chi=4.1\ \text{eV},\qquad W-\chi=0.9\ \text{eV}.$$

The hopping $t_i$ between the last metal layer and the first semiconductor layer is then varied. It does not exist in either isolated slab, so changing it cannot change $W$ or $\chi$.

- For $t_i=0$, the barrier is 0.900 eV.
- For $t_i=0.3$ eV, it is 1.015 eV.
- For $t_i=0.6$ eV, it is 1.191 eV.

In all three contacts the outer surfaces still give $W=5.000$ eV and $\chi=4.100$ eV. One pair of isolated-surface values therefore belongs to three barriers.

The strongest coupling can be checked from its charge. The change of charge has $p=-0.0161\ e/\text{nm}$, and $e/\varepsilon_0=18.095$ V nm. Thus

$$u=-(18.095)(-0.0161)\ \text{eV}=0.291\ \text{eV},$$

$$\Phi=5.000-4.100+0.291=1.191\ \text{eV}.$$

The barrier itself was read in another way, from the bands of a crystal made by repeating the central semiconductor cell. Over all the contacts calculated, the two routes differ by less than $10^{-6}$ eV. This is numerical agreement within the model, not the accuracy of a prediction for a real oxide.

## Where the electronic dipole comes from

A metal state whose energy lies in the semiconductor's gap cannot propagate there, but it can enter as a decaying wave. The model shows this simply at midgap if second-neighbour hopping and the potential variation near the interface are neglected. Let $A_n$ and $B_n$ be the amplitudes on the two layers of cell $n$, joined by the strong hopping $t_1$; the weak hopping $t_2$ joins $B_{n-1}$ to $A_n$. With energy measured from midgap, the equation on layer $A_n$ is

$$0=t_1B_n+t_2B_{n-1},$$

so that

$$\frac{B_n}{B_{n-1}}=-\frac{t_2}{t_1}=-0.4 .$$

The equation on layer $B_n$ is $0=t_1A_n+t_2A_{n+1}$. Its nonzero solution grows into the semiconductor, so $A_n=0$ for the decaying state. The density on the $B$ layers is multiplied by $0.4^2=0.16$ from each cell to the next, a distance of 0.5 nm. This is the density of a single midgap state, not the profile of the net charge, which also includes changes in the filled valence states and the screening response. These largely cancel the charge in the gap states, and the remainder need not lie on the same layers. The net charge too stays near the interface, yet the potential step it produces persists beyond it.

These gap states are made from both valence and conduction states, so having them partly filled need not mean net charge. There is a neutrality position of the Fermi level. Well above it, extra electrons occupy the oxide side; well below it, electrons are missing there. With $W-\chi=0.9$ eV and $t_i=0.6$ eV, the oxide side gains 0.047 electrons per nm². Its negative charge raises the barrier.

The opposite case has $W=6.2$ eV, with the same affinity and coupling, so $W-\chi=2.1$ eV. Now the oxide side loses 0.049 electrons per nm², $u=-0.291$ eV, and the barrier falls to 1.809 eV. Bonding therefore does not have one fixed sign of effect. In these two contacts it pulls the barrier towards the middle of the gap, from opposite sides. Midgap plays this part because the model's valence and conduction bands are nearly mirror images. In oxides of indium or zinc the neutrality position is usually placed near or above the conduction edge, so the same mechanism can lower a barrier that the model raises, and oxygen or defects at the interface can matter as much as the decaying metal states.

The same process weakens the response to a change of metal. Keep the interface structure fixed and vary $W$. As long as $\Phi$ varies steadily with $W$, the resulting contacts can be labelled by $\Phi$, and $u$ can be written as $u(\Phi)$. Differentiating $\Phi=W-\chi+u(\Phi)$ at fixed $\chi$ gives

$$\frac{d\Phi}{dW}=1+\frac{du}{d\Phi}\frac{d\Phi}{dW}.$$

Collecting the terms in $d\Phi/dW$,

$$S\equiv\frac{d\Phi}{dW}=\frac{1}{1-du/d\Phi}.$$

A higher barrier puts the Fermi level lower in the gap, leaving fewer electrons on the oxide side. Then $u$ decreases, $du/d\Phi<0$, and $S<1$. Separate calculations with $W$ changed by $\pm0.1$ eV give $S=1.00$, 0.78 and 0.49 for the three couplings. The last value corresponds to $du/d\Phi=1-1/0.4945=-1.02$: each small rise of the barrier is accompanied by an almost equal fall of the dipole energy.

In the limit $du/d\Phi\to0$, the barrier follows the work function one for one. In the opposite limit, $du/d\Phi\to-\infty$, it is pinned and hardly responds. A slope of one still does not establish the Schottky–Mott value, because a constant $u$ shifts the barrier without changing the slope.

## A fixed dipole between the same materials

Now put two fixed charge sheets between the last metal layer and the first semiconductor layer. They carry $\pm0.20\ e/\text{nm}^2$ and are 0.10 nm apart. Their dipole is $0.020\ e/\text{nm}$, and its bare energy step has magnitude

$$|v|=(18.095)(0.020)\ \text{eV}=0.362\ \text{eV}.$$

For $t_i=0$, the barrier is 0.538 eV with the positive sheet towards the oxide and 1.262 eV with the sheets reversed. These are $0.900\mp0.362$ eV. The slope is $S=1$, but neither contact has the barrier $W-\chi$.

When the materials are coupled, electrons rearrange in response to the sheets. In this model no orbital lies between the two sheets, so a bare step $v$ raises every semiconductor level relative to the metal by $v$. As far as the barrier is concerned, this is the same as replacing $W$ by $W+v$. For a small step,

$$\Delta\Phi\simeq S\,v .$$

At $t_i=0.6$ eV the two orientations give 1.020 and 1.376 eV. Half their difference is 0.178 eV, compared with $S|v|=0.4945\times0.3619=0.179$ eV. About half the bare step has been screened. Measured from the barrier without sheets, the two shifts are $-0.172$ and $+0.184$ eV; their inequality shows that the response is not strictly linear over this range.

This case also separates the bare dipole from the total one. With the positive sheet towards the oxide, the fixed charge alone would give $-0.362$ eV, yet the total is $u=+0.120$ eV. The electronic rearrangement must supply $0.120+0.362=0.482$ eV. The fixed dipole lowers the barrier relative to the same bonded contact without sheets, but the barrier remains above $W-\chi$. The total $p$ belongs in the boxed equation; inserting the bare dipole alone would give the wrong barrier.

Nor does agreement with $W-\chi$ prove that an interface is free of dipoles. At $t_i=0.3$ eV, $u$ is $+0.115$ eV without sheets and $-0.156$ eV with the positive sheet towards the oxide. If $u$ varies continuously with the sheet charge, some intermediate charge makes it zero. The linear estimate of the required bare step is

$$v\simeq-\frac{0.1151}{0.7804}\ \text{eV}=-0.147\ \text{eV}.$$

At that point the fixed and electronic contributions cancel. The Schottky–Mott number would be right, although the interface would be neither inert nor uncharged layer by layer.

## What the shift means for current

Barrier changes of this size matter because thermionic current depends exponentially on the barrier. Let $E$ be the energy of motion normal to the interface, measured from the Fermi level. For a parabolic band, integration over the motion parallel to the interface leaves a supply of electrons proportional to $\ln(1+e^{-E/k_BT})$. With perfect transmission above the barrier and none below it,

$$J_0\propto\int_\Phi^\infty\ln\!\left(1+e^{-E/k_BT}\right)dE .$$

When $\Phi\gg k_BT$, the exponential is small throughout the integral. Using $\ln(1+x)\simeq x$,

$$J_0\propto\int_\Phi^\infty e^{-E/k_BT}\,dE=k_BT\,e^{-\Phi/k_BT}.$$

For equal prefactors, the ratio of two saturation currents is therefore $e^{\Delta\Phi/k_BT}$, with the larger current at the lower barrier.

For $t_i=0.3$ eV, the two sheet orientations give barriers of 0.744 and 1.305 eV, a difference of 0.5605 eV. At 300 K, $k_BT=0.02585$ eV, so

$$\frac{J_{0,\text{low}}}{J_{0,\text{high}}}=\exp\!\left(\frac{0.5605}{0.02585}\right)\simeq2.6\times10^9 .$$

The isolated surfaces are identical in the two cases. The ratio describes ideal emission; it does not forecast the current of an amorphous-oxide device, where tunnelling, hopping through localized states or series resistance may take over. At the higher barrier in particular, the ideal current at 300 K is so small that other leakage paths would carry the measured current.

## How far the statement reaches

The equation for $\Phi$ needs a distance at which the interface charge has ended but depletion has hardly begun. Take a uniform donor density $N$, relative permittivity $\varepsilon_r$ and total bending $V_b$, and neglect the mobile electrons left in the depleted layer. The field then falls linearly to zero over a width $w$. Integrating it gives

$$V_b=\frac{eNw^2}{2\varepsilon_r\varepsilon_0},\qquad w=\sqrt{\frac{2\varepsilon_r\varepsilon_0V_b}{eN}} .$$

For $N=10^{16}\ \text{cm}^{-3}$, $\varepsilon_r=10$ and $V_b=0.50$ V, $w=235$ nm, about a thousand layer spacings. The depletion charge per area is $eNw$. If its field crosses one unscreened spacing $d=0.25$ nm, the energy drop is

$$\frac{e^2Nwd}{\varepsilon_0}=0.011\ \text{eV}.$$

Positive donors on the oxide side make this a small lowering of the barrier, which the undoped model leaves out. It is a bare estimate: as with the fixed sheets, coupling across the interface screens part of it. The bending is a round figure, and a value near 1 V, closer to what the barriers above would imply at this doping, raises $w$ and the drop by $\sqrt2$. Since $Nw\propto\sqrt N$ at fixed bending, a hundredfold higher doping would make it about 0.11 eV. The depletion charge would then have to be included in the interface calculation. In a film thinner than $w$, the bending must be found for the actual film and its other boundary.

Other limits concern what is meant by one barrier. Image-force lowering and tunnelling can make the barrier inferred from current differ from the band-edge barrier defined here. If $p$ varies along the interface over sufficiently large patches, the barrier varies too, and thermionic current gives the low regions extra weight. If deposition creates a new compound or changes the oxide's interior, the original $\chi$ and bulk band position may no longer describe the material next to the metal.

Within its regime, $W-\chi$ remains a useful reference energy. It becomes a prediction when there is a reason to set $u=0$, as for the uncoupled model contact without fixed charge. Otherwise the interface needs its own information: a calculation of the joined charge density, or a measurement of the barrier on the contact as it was made. The numerical output below gives the values for each contact.

## Values computed for the example and the checks

```
Metal layers: 60; semiconductor layers: 40
Layer spacing: 0.25 nm; cell area: 0.20 nm^2
Metal hoppings, first and second: 1.0, 0.2 eV
Semiconductor hoppings, strong and weak: 2.5, 1.0 eV
Semiconductor second-neighbour hopping: 0.1 eV
Occupation smearing width: 0.12 eV
Work function W: 5.000 eV; affinity chi: 4.100 eV
Schottky-Mott value W - chi: 0.900 eV
Band gap: 3.000 eV
Metal free-surface step, inside minus vacuum: 0.1965 eV
Semiconductor free-surface step, inside minus vacuum: 0.0352 eV
e/epsilon_0: 18.0951 V nm
Coupling 0.0 eV, no fixed dipole: barrier 0.9000 eV, u -0.0000 eV
  dipole p 0.00000 e/nm; electrons to oxide -0.00000 per nm^2
  outer-surface W 5.0000 eV, chi 4.1000 eV; slope S 1.0000
Coupling 0.3 eV, no fixed dipole: barrier 1.0151 eV, u 0.1151 eV
  dipole p -0.00636 e/nm; electrons to oxide 0.01853 per nm^2
  outer-surface W 5.0000 eV, chi 4.1000 eV; slope S 0.7804
Coupling 0.6 eV, no fixed dipole: barrier 1.1914 eV, u 0.2914 eV
  dipole p -0.01610 e/nm; electrons to oxide 0.04682 per nm^2
  outer-surface W 5.0000 eV, chi 4.1000 eV; slope S 0.4945
Fixed sheets: 0.20 e/nm^2, 0.10 nm apart
Fixed dipole: 0.020 e/nm; bare step: 0.3619 eV
Coupling 0.0 eV: barrier 0.5381 eV (+ end at oxide), 1.2619 eV (- end)
  total u -0.3619 eV (+ end), 0.3619 eV (- end)
  half difference 0.3619 eV; S times bare step 0.3619 eV
Coupling 0.3 eV: barrier 0.7442 eV (+ end at oxide), 1.3047 eV (- end)
  total u -0.1558 eV (+ end), 0.4047 eV (- end)
  half difference 0.2803 eV; S times bare step 0.2824 eV
Coupling 0.6 eV: barrier 1.0199 eV (+ end at oxide), 1.3756 eV (- end)
  total u 0.1199 eV (+ end), 0.4756 eV (- end)
  half difference 0.1779 eV; S times bare step 0.1790 eV
High-W contact, coupling 0.6 eV: W 6.200 eV, W - chi 2.100 eV
  barrier 1.8088 eV, u -0.2912 eV, electrons to oxide -0.04894 per nm^2
Largest barrier-identity error: 3.4e-08 eV
Largest outer-surface errors: W 3.2e-08 eV, chi 1.3e-09 eV
Thermal energy at 300 K: 0.02585 eV
Barrier difference, coupling 0.3 eV, opposite dipoles: 0.5605 eV
Thermionic current ratio: 2.607e+09 (dimensionless)
Depletion estimate: donors 1.0e+16 cm^-3, permittivity ratio 10
  bending 0.50 eV, width 235.1 nm, drop over one spacing 0.0106 eV
```
